# Surface Dose Governs Reflection-Free Resist Bleaching with Residual Absorption

To predict how far a photoresist film has reacted at its bottom, one must decide whether to follow the exposure in time, on a grid of depths and for each lamp setting, or to integrate a single equation through the depth for each dose. The second is far cheaper, and it allows a result found at one lamp intensity to be used at another. Whether it is permitted depends on how the light and the chemistry are coupled. The resist absorbs, the absorbing compound is destroyed, and the film becomes more transparent while it is being exposed. Part of the absorption never bleaches, and it must be shown that this part does not spoil the reduction.

Let \(z\) be the depth below the film surface, with light travelling towards positive \(z\). Let \(I(z,t)\) be the intensity inside the film and \(M(z,t)\) the fraction of photoactive compound still unreacted. Without reflected light, the Dill equations are

\[
\frac{\partial I}{\partial z}=-(AM+B)I,\qquad
\frac{\partial M}{\partial t}=-CIM .
\]

Here \(A\) is the absorption coefficient that disappears on bleaching, \(B\) is the residual one, and \(C\) measures the sensitivity of the compound. All three are uniform and constant, with \(C>0\), \(B\ge0\) and \(A+B>0\). The film starts uniform, \(M(z,0)=1\), and the intensity just inside the surface is a prescribed function \(I(0,t)=I_0(t)\ge0\), which may vary during the exposure.

The equations have the same form in any consistent units. In atomic units, \(I/\omega\) is the photon flux at photon energy \(\omega\). A molecule with cross-section \(\sigma\) and quantum yield \(\phi\) reacts at the rate \(\phi\sigma I/\omega\), so \(C=\phi\sigma/\omega\).

Define the accumulated dose at each depth, and its surface value, by

\[
E(z,t)=\int_0^t I(z,t')\,dt',\qquad
E_0(t)=E(0,t)=\int_0^t I_0(t')\,dt' .
\]

At fixed depth the kinetic equation is linear in \(M\). Dividing it by \(M\) and integrating from the start gives \(\ln M=-CE\), because \(\ln M(z,0)=0\). Hence

\[
M(z,t)=e^{-CE(z,t)} .
\]

The local chemistry therefore remembers the dose and not the rate at which it arrived. This alone does not settle the matter, since the dose at a buried point depends on how the layers above bleached in the meantime. To find it, integrate the intensity equation over time:

\[
\frac{\partial E}{\partial z}
=\int_0^t\frac{\partial I}{\partial z}\,dt'
=-\int_0^t\left[Ae^{-CE(z,t')}+B\right]I(z,t')\,dt' .
\]

The depth \(z\) is fixed inside the last integral, so \(I\,dt'\) is the increment \(dE\) at that depth. The bracket depends on time only through \(E\). The integration variable can therefore be changed from time to dose, running from zero to the present value:

\[
\frac{\partial E}{\partial z}
=-\int_0^{E}\left(Ae^{-Ce}+B\right)de .
\]

The first term integrates to \((A/C)(1-e^{-CE})\) and the second to \(BE\). At each fixed time the dose thus obeys

\[
\frac{dE}{dz}=-F(E),\qquad
F(E)=\frac{A}{C}\left(1-e^{-CE}\right)+BE,\qquad E(0)=E_0 .
\]

This is one first-order equation, and it is autonomous: \(z\) does not appear on its right-hand side. Time enters only through the starting value \(E_0\). Residual absorption adds the term \(BE\) and leaves the structure untouched.

For this to fix the profile, the equation must have one solution for each \(E_0\). The derivative of \(F\) is

\[
F'(E)=Ae^{-CE}+B=(A+B)e^{-CE}+B\left(1-e^{-CE}\right),
\]

which is the local absorption coefficient \(AM+B\). The second form shows that it is positive at every finite dose and lies between \(A+B\) and \(B\). A bounded derivative guarantees a unique solution. Since \(F(0)=0\), \(F\) is positive for \(E>0\), and the dose falls steadily with depth. Separating the variables gives

\[
z=\int_E^{E_0}\frac{de}{F(e)} .
\]

The intensity follows by differentiating this relation with respect to time at fixed \(z\). The left side gives zero. The upper limit contributes \(I_0/F(E_0)\) and the lower limit \(-I/F(E)\), so

\[
I(z,t)=I_0(t)\,\frac{F(E)}{F(E_0)} .
\]

At the very start both values of \(F\) vanish and the ratio is understood as its limit, found below.

The reduction also works backwards. Suppose that \(E\) solves the depth equation, and set \(M=e^{-CE}\) and \(I=\partial E/\partial t\). Then \(\partial M/\partial t=-CIM\), and

\[
\frac{\partial I}{\partial z}
=\frac{\partial}{\partial t}\frac{\partial E}{\partial z}
=-F'(E)\frac{\partial E}{\partial t}
=-(AM+B)I .
\]

Both original equations are recovered, so nothing was lost.

The profiles of \(E\), \(M\) and the relative intensity \(I/I_0\) depend on the surface dose alone. For a constant lamp this dose is \(E_0=I_0t\), the product of intensity and time. The absolute intensity is different: at equal dose it is still proportional to \(I_0\).

Take a film 1.0 µm thick with \(A=0.80\) µm⁻¹, \(B=0.10\) µm⁻¹ and \(C=0.015\) cm²/mJ, exposed at 365 nm to \(E_0=150\) mJ/cm² just inside its surface. There \(CE_0=2.25\), so \(M=e^{-2.25}=0.1054\). With \(A/C=53.33\) mJ/cm² per µm,

\[
F(E_0)=53.33(1-0.1054)+0.10\times150=62.71
\]

in the same unit. This is the initial downward slope of the dose profile. Integration through the film gives:

| Depth (µm) | Dose (mJ/cm²) | \(M\) | \(I/I_0\) at end |
|---:|---:|---:|---:|
| 0.00 | 150.00 | 0.1054 | 1.0000 |
| 0.50 | 120.15 | 0.1649 | 0.9018 |
| 1.00 | 93.58 | 0.2457 | 0.7907 |

The last column can be checked by hand. At the bottom \(F=53.33(1-0.2457)+0.10\times93.58=49.59\), and \(49.59/62.71=0.791\).

The original pair of equations was also integrated directly in time for two exposures of equal surface dose. One was a constant 500 mW/cm² for 0.3 s. The other lasted 3.0 s at a mean of 50 mW/cm², with the intensity modulated by 90 % about its mean. Both gave \(M=0.245676\) at the bottom, and at no depth did the two values of \(M\) differ by more than about \(10^{-11}\). The directly accumulated doses agreed with the depth equation to \(3\times10^{-6}\) mJ/cm².

The intensity ratio has a second use. Differentiating the separated integral with respect to \(E_0\) at fixed depth gives

\[
\left(\frac{\partial E}{\partial E_0}\right)_z=\frac{F(E)}{F(E_0)} .
\]

The final relative intensity is therefore also the sensitivity of the local dose to the surface dose. If the surface dose rises by 1 %, or 1.5 mJ/cm², the bottom receives about \(0.7907\times1.5=1.19\) mJ/cm² more. That is 1.3 % of its own dose. Bleaching makes the bottom respond more than proportionally, because the added light passes through a film that is clearer than it was on average.

Autonomy has a physical meaning of its own. A layer at depth \(z_1\) behaves like the top of a fresh film whose surface dose is \(E(z_1)\). In the table, the dose at 0.50 µm is 120.15 mJ/cm² and the dose another 0.50 µm down is 93.58 mJ/cm². A new film given 120.15 mJ/cm² at its surface must therefore have 93.58 mJ/cm² at 0.50 µm. One long dose curve, started from the largest dose of interest, contains the profiles for all smaller doses as shifted pieces.

This shift property needs a uniform film. If the initial fraction is \(M_0(z)\), the kinetics give \(M=M_0(z)e^{-CE}\), and the same change of variable leads to

\[
\frac{dE}{dz}=-\left[\frac{A M_0(z)}{C}\left(1-e^{-CE}\right)+BE\right].
\]

Depth now appears explicitly, but time still does not. The equation has lost its autonomy and kept its dependence on surface dose alone. In a film whose initial fraction falls linearly from 1 to 0.5, the fresh-film rule was applied to the layer between 0.40 and 0.60 µm: a new film with the same gradient was given the dose found at 0.40 µm, and its dose 0.20 µm down was compared with the true one at 0.60 µm. The rule missed by 1.76 mJ/cm², while the fast and slow exposures still gave the same \(M\).

The function \(F\) also has an energy meaning. The dose lost per unit depth is the energy absorbed per unit volume. Integrating the depth equation across a film of thickness \(d\) gives

\[
E_0-E(d)=\frac{A}{C}\int_0^d(1-M)\,dz+B\int_0^dE\,dz .
\]

In the example the film absorbs \(150.00-93.58=56.42\) mJ/cm². Of this, 44.35 goes into the bleachable compound and 12.07 into residual absorption.

If the reaction product is transparent and the initial density of the compound is \(n_0\), then \(A=n_0\sigma\). With \(C=\phi\sigma/\omega\) this gives \(A/C=n_0\omega/\phi\): each conversion costs on average \(1/\phi\) absorbed photons. For the photon energy of 3.397 eV and an assumed quantum yield of 0.2, the chosen \(C\) corresponds to \(\sigma=0.41\) Å². The chosen \(A\) then requires about 0.20 molecules per nm³.

Two limits show what each coefficient does. At small dose, \(1-e^{-CE}\approx CE\), so \(F\approx(A+B)E\) and the dose decays as \(e^{-(A+B)z}\). The relative intensity has the same limit, and the fresh film transmits \(e^{-0.90}=0.407\).

At large dose throughout the film, \(e^{-CE}\) can be dropped. For \(B>0\) the depth equation becomes

\[
\frac{dE}{dz}\approx-\left(\frac{A}{C}+BE\right),\qquad
E+\frac{A}{BC}\approx\left(E_0+\frac{A}{BC}\right)e^{-Bz}.
\]

Multiplying the second relation by \(B\) shows that \(F(E)/F(E_0)\) tends to \(e^{-Bz}\), which is 0.905 at the bottom. The value 0.791 reached after 150 mJ/cm² shows that the film is not yet fully bleached.

The same approximation tells how far bleaching penetrates a thick film when \(CE_0\gg1\). Extrapolating the dose to zero gives a front at

\[
z_f\approx\frac1B\ln\left(1+\frac{BCE_0}{A}\right).
\]

For \(BCE_0\ll A\) this reduces to \(CE_0/A\), so the front advances in proportion to the dose. At larger dose it advances only logarithmically, because residual absorption takes a share of the light all along the path. The estimate is a leading-order one: it fails close to the front, where \(CE\) is of order one.

With \(B=0\) the depth equation can be solved in closed form. Set \(u=e^{CE}-1\). Then

\[
\frac{du}{dz}=Ce^{CE}\frac{dE}{dz}
=-Ae^{CE}\left(1-e^{-CE}\right)=-Au,
\]

and therefore

\[
e^{CE}-1=\left(e^{CE_0}-1\right)e^{-Az}.
\]

For the example this gives 104.77 mJ/cm² at the bottom, which is 12 % above the true 93.58. It is tempting to repair the result by multiplying it by \(e^{-Bz}\). That gives 94.80 mJ/cm², which is much closer but still 1.3 % too high.

The sign of this error is general for positive \(A\) and \(B\). Let \(v=Ee^{Bz}\), where \(E\) is the true dose. Differentiation cancels the residual term:

\[
\frac{dv}{dz}=e^{Bz}\left(\frac{dE}{dz}+BE\right)
=-\frac{A}{C}\,e^{Bz}\left(1-e^{-Cve^{-Bz}}\right).
\]

The function \(1-e^{-x}\) is concave and vanishes at zero. For \(0<\lambda<1\) and \(x>0\) it follows that \(1-e^{-\lambda x}>\lambda(1-e^{-x})\). With \(\lambda=e^{-Bz}\) and \(x=Cv\),

\[
\frac{dv}{dz}<-\frac{A}{C}\left(1-e^{-Cv}\right)\qquad(z>0).
\]

The \(B=0\) dose starts from the same value and satisfies this relation with an equals sign, so \(v\) stays below it. The true dose is thus smaller than the repaired one at every depth below the surface. Physically, residual absorption also weakens the bleaching underneath, and a simple factor \(e^{-Bz}\) misses this.

The depth equation proves that intensity and time enter as a product, but this reciprocity has a wider basis. Suppose that the optics are linear and adjust at once to the state of the film, and that the illumination keeps its wavelength, directions and polarization. Then \(I=I_0(t)\,G[M](z)\), where \(G\) may include reflections and \(I_0\) now denotes the incident intensity. Since \(dE_0=I_0\,dt\), the kinetics become

\[
\frac{\partial M}{\partial E_0}=-C\,G[M](z)\,M .
\]

No time is left, so \(M\) depends on incident dose alone, even in a standing wave. What fails there is the autonomous depth equation. Interference makes the dose rise and fall with depth, so the same dose occurs once on a rising and once on a falling part of the profile. A function of \(E\) alone cannot give both slopes.

A wave calculation at normal incidence confirmed both statements for a film on bare silicon: the dose was not monotonic, yet the fast and slow exposures gave values of \(M\) that agreed to about \(10^{-8}\).

Reciprocity is generally lost when a rate that affects \(M\) or the absorption is not proportional to intensity. Let the reacted compound return thermally at a rate \(k\), which adds \(k(1-M)\) to \(\partial M/\partial t\). Dividing by \(I_0\) turns this into \(k(1-M)/I_0\) in the equation above, and the intensity is back. For \(k=0.3\) s⁻¹ and equal surface dose, the fast and slow exposures then differ in \(M\) by up to 0.21. This case describes a reversible photochromic layer. The photolysis of a diazonaphthoquinone expels nitrogen and does not return in this way. It does, however, pass through a ketene that reacts further in the dark, and if such an intermediate absorbs at the exposure wavelength its decay is again a rate not proportional to intensity. As an illustration with assumed values, an intermediate carrying 20 % of \(A\) with a lifetime of 0.1 s makes the fast and slow values of \(M\) differ by about 0.01.

The parameters of the example are rough values typical of a diazonaphthoquinone–novolac resist at 365 nm. On a bare silicon wafer, the absence of reflection is a poor assumption. With a silicon index of roughly \(6.5+2.7i\) and a resist index of 1.70, the substrate reflects 41 % of the intensity. The wave calculation, with reflection at the top surface removed and the incident dose held at 150 mJ/cm², then departs from the depth equation by up to about 180 % of the dose which that equation gives at the same depth, and by up to 0.56 in \(M\). The reduced equation should not be used for such a film. With a substrate reflectance of 0.1 %, standing for a good antireflection coating, the largest departures are about 6 % in dose and 0.022 in \(M\). The first agrees with the interference estimate \(2\sqrt{0.001}\approx6\,\%\). Even when the real index of the substrate matches that of the resist, 0.9 % remains; the film's absorption still makes its complex index differ from the substrate's.

Under the lamp, the other omissions examined have much smaller effects than reflection from bare silicon. At a numerical aperture of 0.6 the edge ray travels obliquely. If all the light took that path, with the dose that drives the chemistry at the surface (energy per unit area normal to the ray) held at 150 mJ/cm², the bottom dose would fall by 3.6 %. If the energy per unit wafer area were held fixed instead, that surface dose would be larger by \(1/\cos\theta\), with \(\theta\) the ray angle inside the resist, or about 160 mJ/cm², and the bottom dose would rise by about 5 %. The air–resist surface reflects 6.7 %, so without interference an incident dose of about \(150/0.933=161\) mJ/cm² is needed to put 150 inside. An assumed index change of 0.02 on bleaching would shift this reflectance by 0.3 percentage points.

Heating decides how far the exchange of intensity for time can be pushed. At 500 mW/cm², with a film conductivity of 0.2 W/(m K), the temperature difference across the film is at most about 0.03 K. The full dose would warm a silicon wafer 775 µm thick by at most 1.2 K if no heat spread sideways or escaped. Constant coefficients are then reasonable.

Now deliver the same dose in one pulse of 10 ns. The heat diffusion time of the film, its thickness squared divided by its thermal diffusivity, is about 8.5 µs, so during the pulse most of the heat stays close to where it is absorbed. The energy density at the surface is \(F(E_0)=62.71\) mJ/cm² per µm, or 627 J/cm³. With a heat capacity of 1.7 J/(cm³ K), the temperature rise would be about 370 K if all of this became heat. Constant \(A\), \(B\) and \(C\) can no longer be trusted.

The same pulse also begins to test the linear kinetics. The excited fraction is about \(CI\tau/\phi\) for an excited-state lifetime \(\tau\). With an assumed 10 ps it is \(4\times10^{-10}\) under the lamp and about 1 % in the pulse. The product of intensity and time is therefore a sound variable for the two lamp exposures of a resist without thermal return and without dark reactions that change its absorption during the exposure, while its use for the nanosecond pulse would have to be checked with a model that includes the temperature. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
A, B = 0.80, 0.10 1/um; C = 0.015 cm2/mJ
thickness = 1.0 um; wavelength = 365 nm
surface dose = 150 mJ/cm2; resist index = 1.70
fast: 500 mW/cm2 for 0.3 s, constant
slow: mean 50 mW/cm2 for 3.0 s, modulated 90 %
A/C = 53.33 mJ/cm2 per um
F at surface = 62.71 mJ/cm2 per um
depth (um), dose (mJ/cm2), M, I/I0 at end:
  0.00  150.00  0.1054  1.0000
  0.25  134.69  0.1326  0.9524
  0.50  120.15  0.1649  0.9018
  0.75  106.43  0.2026  0.8479
  1.00  93.58  0.2457  0.7907
bottom M, direct: fast 0.245676, slow 0.245676
largest dose error, direct vs depth equation = 3.0e-06 mJ/cm2
largest M difference, fast vs slow = 1.0e-11
depth recovered by quadrature = 1.000000 um
fresh-film mismatch, uniform = 1.7e-13 mJ/cm2
fresh-film mismatch, M0 from 1 to 0.5 = 1.76 mJ/cm2
gradient film, M fast vs slow = 4.7e-12
thermal return 0.3 1/s, M fast vs slow = 0.212
bottom dose with B = 0: 104.77 mJ/cm2
bottom dose, B=0 result times exp(-Bd): 94.80 mJ/cm2
transmission limits: start 0.4066, bleached 0.9048
photon energy = 3.397 eV; quantum yield = 0.2
cross-section = 0.408 angstrom^2
molecule density = 0.196 1/nm3
absorbed in film = 56.42 mJ/cm2
  bleaching 44.35, residual 12.07 mJ/cm2
reflectance: coated 0.1 %, silicon 40.7 %
silicon index used = 6.5 + 2.7i
wave vs depth law, matched: max M error 0.0031, dose error 0.9 %
wave vs depth law, coated: max M error 0.0217, dose error 6.2 %
wave vs depth law, silicon: max M error 0.5619, dose error 179.3 %
silicon wave case, M fast vs slow = 1.4e-08
edge ray at NA 0.6: bottom dose change = -3.61 %
air-resist reflectance = 6.72 %
its change for index shift 0.02 = 0.29 % points
heat capacity 1.7 J/(cm3 K), conductivity 0.2 W/(m K)
film heating bound, fast lamp = 0.025 K
wafer heating bound (775 um silicon) = 1.17 K
heat diffusion time = 8.5 us; pulse = 10 ns
surface heating bound, whole dose in one pulse = 369 K
excited fraction, life 10 ps: lamp 3.7e-10, pulse 1.1e-02
```
